# Transmission past one shifted site in a tight-binding chain

## Problem

An infinite chain has one orthonormal orbital per site, at positions $na$ with $n$ an integer. The Hamiltonian element between nearest neighbours is $-t$, with $t>0$, and there is no coupling beyond nearest neighbours. All site energies are zero except that of site 0, which is $U$. An electron with energy $E$ inside the band arrives from the left and keeps its phase coherence throughout.

1. Find the transmitted amplitude $\tau$ and the transmission probability $T(E)$.
2. Show that $T=1/2$ at the band centre when $|U|=2t$, and that no other value of $|U|$ gives one half there.
3. Find the probability on each site for $U=2t$ at the band centre.
4. For $t=1$ eV, $a=3$ angstrom and $U=2$ eV, find the velocity and the conductance at the band centre, and $T$ at some other energies.
5. Estimate how the result changes if the defect also disturbs its surroundings, and if the temperature is 300 K.

The algebra uses atomic units, so $\hbar=1$ and the electron charge has magnitude 1.

## Solution

### 1. The scattering state

Let $c_n$ be the amplitude on site $n$. Away from site 0 the stationary Schrödinger equation is

$$E c_n=-t(c_{n-1}+c_{n+1}).$$

Inserting $c_n=e^{i\theta n}$, with $\theta=ka$, gives

$$E=-2t\cos\theta,\qquad v=\frac{dE}{dk}=2ta\sin\theta .$$

The band runs from $-2t$ to $2t$. Its centre $E=0$ is the energy of the unshifted sites. For $0<\theta<\pi$ the velocity is positive, so $e^{i\theta n}$ moves to the right and $e^{-i\theta n}$ to the left. An electron arriving from the left is therefore described by

$$c_n=e^{i\theta n}+r\,e^{-i\theta n}\quad(n\le-1),\qquad c_n=\tau e^{i\theta n}\quad(n\ge1).$$

**Matching.** The amplitude $c_0$ is fixed by the equations of its neighbours. Define $L_n=e^{i\theta n}+re^{-i\theta n}$ for every $n$. It obeys the equation of the perfect chain everywhere, so $EL_{-1}=-t(L_{-2}+L_0)$. The true amplitudes obey $Ec_{-1}=-t(c_{-2}+c_0)$, with $c_{-1}=L_{-1}$ and $c_{-2}=L_{-2}$. Subtraction gives $c_0=L_0=1+r$. The same argument at site 1 gives $c_0=\tau$. Hence

$$1+r=\tau .$$

**The shifted site.** At site 0,

$$(E-U)\tau=-t(c_{-1}+c_1).$$

With $r=\tau-1$ the two neighbouring amplitudes are

$$c_{-1}=e^{-i\theta}+(\tau-1)e^{i\theta}=-2i\sin\theta+\tau e^{i\theta},\qquad c_1=\tau e^{i\theta}.$$

Therefore

$$(E-U)\tau=2it\sin\theta-2t\tau e^{i\theta},$$

$$\tau\,(E+2te^{i\theta}-U)=2it\sin\theta .$$

Since $E=-2t\cos\theta$, the sum $E+2te^{i\theta}$ equals $2it\sin\theta$, and

$$\tau=\frac{2it\sin\theta}{2it\sin\theta-U}.$$

**From amplitude to probability.** The time-dependent equation gives $d|c_n|^2/dt'=2\,\mathrm{Im}[c_n^*(Hc)_n]$, where $t'$ is time. The real site energy drops out. What remains is the current entering from the left minus the current leaving to the right, with

$$J_{n\to n+1}=2t\,\mathrm{Im}(c_n^*c_{n+1}).$$

On the right this is $2t|\tau|^2\sin\theta$. The incident wave alone carries $2t\sin\theta$. Their ratio is $T=|\tau|^2$. On the left, the cross terms between incident and reflected waves in $c_n^*c_{n+1}$ are complex conjugates of each other. Their sum is real and carries no current, so the total there is $2t(1-|r|^2)\sin\theta$. In a stationary state the currents on the two sides are equal, so $T+R=1$ with $R=|r|^2$.

Using $4t^2\sin^2\theta=4t^2-4t^2\cos^2\theta=4t^2-E^2$,

$$\boxed{T(E)=\frac{4t^2-E^2}{4t^2-E^2+U^2}}$$

Only $U^2$ enters, so raising and lowering the site have the same effect on $T$. The sign of the hopping does not matter either: replacing $c_n$ by $(-1)^nc_n$ turns a hopping element $+t$ into $-t$ and leaves all probabilities unchanged. For $U\to0$ the transmission tends to 1. For $|U|\gg2t$ it falls as $(4t^2-E^2)/U^2$. For fixed nonzero $U$ it vanishes at both band edges, where the velocity goes to zero.

### 2. The band centre

At $E=0$,

$$T(0)=\frac{4t^2}{4t^2+U^2}.$$

Setting this equal to $1/2$ requires $8t^2=4t^2+U^2$, that is, $|U|=2t$ and no other magnitude. For $U=2t$ the amplitudes are

$$\tau=\frac{2it}{2it-2t}=\frac{i}{i-1}=\frac{1-i}{2},\qquad r=\tau-1=-\frac{1+i}{2}.$$

Each has squared magnitude $(1+1)/4=1/2$, so $T=R=1/2$. For $U=-2t$ the transmitted amplitude is $(1+i)/2$: the phase changes sign and the probability stays the same.

The condition can be read as a comparison of two energies. The denominator of $\tau$ contains the shift $U$ and the term $2it\sin\theta$, which describes the escape of the electron from site 0 into the two half-chains. At the band centre the escape term has magnitude $2t$. Transmission is one half when the two magnitudes are equal.

### 3. Where the electron is

At the band centre $e^{i\theta}=i$. On the left,

$$c_n=i^n+r\,i^{-n}=i^n\,[1+(-1)^n r].$$

On even sites the probability, relative to that of the incident wave, is $|1+r|^2=|\tau|^2=1/2$. On odd sites it is

$$|1-r|^2=\left|\frac{3+i}{2}\right|^2=\frac{10}{4}=\frac52 .$$

The mean over the two kinds of site is $3/2=1+R$, as expected for an incident and a reflected wave whose interference averages out. Site 0 and every site to its right have probability $1/2$.

### 4. Numbers

In ordinary units the velocity at the band centre is

$$v=\frac{2ta}{\hbar}=\frac{2\times1\times3\ \text{eV angstrom}}{\hbar}=9.116\ \text{angstrom/fs}.$$

For the conductance, consider electrons of one spin moving right in an energy interval $dE$. Their number per unit length is $dk/2\pi=dE/(2\pi v)$, so they carry a particle current $dE/2\pi$, independent of $v$. A small voltage $V$ between ideal, reflectionless contacts opens an energy window of width $V$. With two spins the current is $2TV/2\pi$. In ordinary units the conductance at low temperature is

$$G=\frac{2e^2}{h}T=77.48\times\frac12=38.74\ \text{microsiemens}.$$

Away from the centre, with $U=2$ eV held fixed, $T$ is 0.484 at 0.5 eV, 0.429 at 1.0 eV and 0.304 at 1.5 eV. At $E=-1.9$ eV, which is 0.1 eV above the band bottom,

$$T=\frac{4-3.61}{4-3.61+4}=\frac{0.39}{4.39}=0.089 .$$

**A check in time.** A wave packet gives the same answer without the use of scattering states. On a finite chain of 1201 sites, a packet with an rms width of 40 sites starts 300 sites to the left of the defect, with $\theta$ centred on $\pi/2$. After 197.5 fs, the time to travel 600 spacings, the probability to the right of site 0 is 0.49996 for either sign of the 2 eV shift. For a shift of 1 eV it is 0.79997, against $4/(4+1)=0.8$ from the formula.

The small deficit from one half comes from the spread in $\theta$. With $\theta=\pi/2+\delta$ and $|U|=2t$,

$$T=\frac{\sin^2\theta}{1+\sin^2\theta}\approx\frac{1-\delta^2}{2-\delta^2}\approx\frac12-\frac{\delta^2}{4}.$$

The rms value of $\delta$ is $1/(2\times40)=0.0125$, so the expected deficit is $4\times10^{-5}$, as found.

### 5. What moves the result away from one half

**A less ideal defect.** Let the sites $\pm1$ also be shifted, by $W$, and let the two bonds at site 0 have the element $-h$. At $E=0$ the outer waves still hold for $|n|\ge1$. They give $c_1=i\tau$, $c_2=-\tau$, $c_{-1}=-i(1-r)$ and $c_{-2}=-(1+r)$. The equations at sites 1, $-1$ and 0 are

$$hc_0=Wc_1-tc_2=(t+iW)\tau,$$

$$hc_0=Wc_{-1}-tc_{-2}=(t-iW)+(t+iW)r,$$

$$Uc_0=h(c_{-1}+c_1)=ih(\tau+r-1).$$

The first two give $r=\tau-(t-iW)/(t+iW)$, hence $\tau+r-1=2\tau-2t/(t+iW)$. Inserting this and $c_0=(t+iW)\tau/h$ into the third, and multiplying by $h(t+iW)$,

$$U(t+iW)^2\tau=2ih^2\,[(t+iW)\tau-t],$$

$$\tau=\frac{2ih^2t}{(t+iW)\,[2ih^2-U(t+iW)]}.$$

The squared magnitude of the denominator is

$$(t^2+W^2)\,[U^2t^2+(2h^2-UW)^2]=[U(t^2+W^2)-2h^2W]^2+4h^4t^2,$$

as multiplying out both sides confirms. Therefore

$$T=\frac{1}{1+x^2},\qquad x=\frac{U(t^2+W^2)-2h^2W}{2h^2t}.$$

For $W=0$ and $h=t$ this returns $x=U/2t$. The numbers for $U=2$ eV and $t=1$ eV are:

- Neighbours shifted by $W=0.2$ eV, bonds unchanged: $x=(2.08-0.40)/2=0.84$ and $T=0.586$.
- Bonds weakened to $h=0.9$ eV, $W=0$: $x=1/0.81=1.235$ and $T=0.396$.
- Bonds strengthened to $h=1.1$ eV, $W=0$: $x=1/1.21=0.826$ and $T=0.594$.

A ten percent change in two bonds thus moves $T$ by about 0.1. The value one half requires $|x|=1$, so at fixed $U$ it is sensitive to the surroundings of the defect.

**Temperature.** At temperature $\Theta$, with the chemical potential at the band centre, the small-voltage conductance contains the average of $T(E)$ with weight $-df/dE$, where $f$ is the Fermi function. For $|U|=2t$,

$$T(E)=1-\frac{4t^2}{8t^2-E^2}=\frac12-\frac{E^2}{16t^2}-\dots$$

With $y=E/k_B\Theta$, the mean of $y^2$ is

$$2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}\,dy=2\sum_{m=1}^\infty(-1)^{m+1}m\,\frac{2}{m^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

To leading order the averaged transmission is

$$\langle T\rangle=\frac12-\frac{\pi^2(k_B\Theta)^2}{48t^2}.$$

At 300 K, $k_B\Theta=0.02585$ eV and this is 0.49986. Numerical integration of the full $T(E)$ agrees to that precision. Thermal smearing is negligible here because $k_B\Theta$ is much smaller than $t$, and the correction is of second order in their ratio.

**Two-dimensional channels.** The chain also describes a square-lattice sheet with one row of shifted sites running along a lattice axis (a diagonal row gives a different effective chain and different numbers). A wave with phase $q$ per site along the row adds the same energy, $-2t\cos q$, to every site of the chain across it. For each $q$ the problem is the one solved above, with its band centre at $-2t\cos q$.

In a semiconducting channel with few electrons in the band, these electrons lie near the band bottom, not at the centre. In this model, with the same defect, an electron 0.1 eV above the bottom of the sheet's band that meets the row head-on ($q=0$) has $T$ of about 0.09 instead of 0.5. At oblique incidence part of the 0.1 eV belongs to motion along the row, and $T$ is lower still. An energy of 0.1 eV is about $4k_B\Theta$ at 300 K; as a Fermi energy it corresponds to about $1.8\times10^{13}$ electrons per cm$^2$. In a non-degenerate channel at 300 K the energy of motion across the row is of order $k_B\Theta$, where the formula gives $T$ of only about 0.025. Scattering by lattice vibrations is left out, and its effect is not estimated here. The electrons are also treated as independent and $U$ as a fixed number. The defect changes the local charge: with the chemical potential at the band centre of the chain and $|U|=2t$, site 0 loses ($U>0$) or gains ($U<0$) about 0.7 electron, and for $U<0$ a bound state lies below the band at $-\sqrt{4t^2+U^2}$. In a real channel this charge screens the shift and alters the neighbouring site energies. The value one half and the symmetry between $U$ and $-U$ therefore hold for a given, already screened potential confined to one site, not for a bare defect potential.

## Computed results

```
hopping magnitude t = 1.0 eV
site spacing a = 3.0 angstrom
shift of site 0, U = 2.0 eV
exact transmitted amplitude tau = 1/2 - I/2
exact reflected amplitude r = I*(-1 + I)/2
exact T at band centre = 1/2
exact R at band centre = 1/2
T at band centre by recursion = 0.5000000000
relative probability on site -3 = 2.5000
relative probability on site -2 = 0.5000
relative probability on site -1 = 2.5000
relative probability on site 0 = 0.5000
relative probability on site 1 = 0.5000
velocity at band centre = 9.116 angstrom/fs
packet velocity = 9.115 angstrom/fs
packet rms width at start = 40 sites
packet travel time = 197.5 fs
packet T for shift +2.0 eV = 0.49996
packet T for shift -2.0 eV = 0.49996
packet T for shift +1.0 eV = 0.79997
2e^2/h = 77.481 microsiemens
conductance at T = 1/2: 38.740 microsiemens
T at E = +0.5 eV: 0.4839
T at E = +1.0 eV: 0.4286
T at E = +1.5 eV: 0.3043
T at E = -1.9 eV: 0.0888
temperature = 300 K
thermal energy = 0.02585 eV
thermally averaged T = 0.499862
thermal formula, leading order = 0.499863
T with neighbours shifted by 0.2 eV = 0.5863
T with central bonds of 0.9 eV = 0.3962
T with central bonds of 1.1 eV = 0.5942
```
